# Finding the prefactor and coverage-dependent barrier from several desorption spectra

Suppose a process calculation must decide how long a sodium layer survives on tungsten at 450 K, while its desorption was measured near 675 K. The calculation needs a barrier and a prefactor. A pair that fits the measurement but has a prefactor 100 times too large will predict a lifetime at 450 K that is ten times too long, as the first equations below show. The prefactor therefore has to be determined, not assumed.

## The rate law and the cost of a wrong prefactor

Let \(\theta\) be the coverage in monolayers (ML) and \(r=-d\theta/dt\) the desorption rate. The sample is heated at a constant rate \(\beta=dT/dt\). We assume first-order desorption,

\[
r=\nu_0\,\theta\,e^{-E(\theta)/kT},
\]

with one prefactor \(\nu_0\) for all coverages. We also assume that the coverage alone fixes the state of the layer, that nothing readsorbs, and that the surface is empty at the end of the ramp. In atomic units the equations keep this form, with \(E\) in hartree and \(k\) in hartree per kelvin. Numbers are given in eV, K and s, with \(k=8.617\times10^{-5}\) eV/K.

For a trial prefactor \(\nu\), solving the rate law for the energy gives the inverted barrier

\[
E_\nu=kT\left[\ln\nu+\ln\frac{\theta}{r}\right].
\]

The true rate obeys \(\ln(\theta/r)=-\ln\nu_0+E(\theta)/kT\). Inserting this, and writing \(\Lambda=\ln(\nu/\nu_0)\), we find

\[
E_\nu=E(\theta)+kT\Lambda .
\]

A prefactor that is too large is thus paid for by a barrier that is too high. The two errors cancel at the temperature \(T\) of the inversion. At another temperature \(T'\) and the same coverage, the predicted rate is

\[
\nu_0e^{\Lambda}\theta\,e^{-[E+kT\Lambda]/kT'}
=r(T')\,e^{\Lambda(1-T/T')} .
\]

With \(\Lambda=\ln 100=4.605\), \(T=675\) K and \(T'=450\) K, the factor is \(e^{4.605(1-1.5)}=0.10\). This is the tenfold error in lifetime, for coverages that desorb near 675 K in the measurement. Coverages that desorb at higher temperatures are extrapolated further, and their error is larger; for those that desorb at lower temperatures it is smaller.

## Two points by hand

Take two spectra of a model layer, one starting from 0.45 ML and one from 1.00 ML. Both pass through 0.40 ML, the first at \(T_1=674.70\) K and the second at \(T_2=683.67\) K. Inverting both with the trial \(\nu=10^{15}\) s\(^{-1}\) gives

\[
E_1=2.2352\ \text{eV},\qquad E_2=2.2388\ \text{eV}.
\]

The barrier is supposed to depend on coverage alone, so two values at one coverage show that the trial is wrong. Subtracting \(E_\nu=E+kT\Lambda\) for the two points removes the unknown \(E\):

\[
E_1-E_2=k(T_1-T_2)\Lambda .
\]

The left side is \(-0.0036\) eV. On the right, \(k(T_1-T_2)=-8.97\times8.617\times10^{-5}=-7.73\times10^{-4}\) eV. Hence \(\Lambda=4.66\), or \(4.66/2.303=2.02\) decades, and the corrected prefactor is \(10^{12.98}\) s\(^{-1}\). The barrier follows as

\[
E=E_1-kT_1\Lambda=2.2352-0.0581\times4.66=1.964\ \text{eV}.
\]

The model was built with \(10^{13}\) s\(^{-1}\) and has 1.967 eV at this coverage. The small discrepancy comes from rounding the barriers to 0.0001 eV.

The example also shows how delicate the method is. At fixed coverage and temperature, a small error \(\delta r\) in the rate changes the inverted barrier by

\[
\delta E_\nu=-kT\,\frac{\delta r}{r}.
\]

The whole signal of 0.0036 eV therefore corresponds to a rate error of \(0.0036/0.058\approx6\,\%\), although the prefactor was wrong by a factor of 100. Two points are not enough for real data; all points of all spectra have to be used together.

## Why one spectrum is not enough, and why spectra merge

Along a single spectrum each coverage occurs at one temperature, so \(T\) is a function of \(\theta\). The term \(kT(\theta)\Lambda\) is then itself a function of coverage and can be absorbed into the barrier. If \(E(\theta)\) may be any function, one spectrum accepts any prefactor.

This was tried with the noise-free 1.00 ML spectrum and a prefactor 100 times too large. The resulting barrier curve reproduced its own spectrum with an error that vanishes to the printed digits. It missed the five spectra from lower initial coverages by about 4 % of their peak heights.

The miss is modest because spectra from different initial coverages run together. To see this, put \(u=\ln\theta\). Since \(d\theta/dT=-r/\beta\),

\[
\frac{du}{dT}=-K,\qquad K=\frac{\nu_0}{\beta}e^{-E(\theta)/kT}.
\]

Compare two spectra at the same temperature whose logarithmic coverages differ by a small \(\delta u\). Because \(d\theta/du=\theta\), the derivative of \(K\) with respect to \(u\) is

\[
\frac{\partial K}{\partial u}=aK,\qquad a=-\frac{\theta}{kT}\frac{dE}{d\theta},
\]

so that \(d(\delta u)/dT=-aK\,\delta u\). Dividing by \(du/dT=-K\) gives \(d(\delta u)/du=a\,\delta u\). As long as \(a\) is roughly constant,

\[
\delta u\propto\theta^{a}.
\]

For repulsion the barrier falls with coverage and \(a\) is positive. In the model it drops from 2.157 eV at 0.25 ML to 1.865 eV at 0.50 ML, a mean slope of \(-1.17\) eV/ML. At 0.40 ML this gives \(a\approx1.17\times0.40/0.058\approx8\). When the coverage falls by a tenth, the difference shrinks to about \(0.9^8=0.43\) of its value. The temperature differences at equal coverage, which reveal a wrong prefactor, are therefore largest in the leading edges, before the spectra merge.

Two other cases follow from the same equation. For a constant barrier \(a=0\), and \(\delta u\) keeps its initial value. For attraction \(a\) is negative, and small differences grow as the layer desorbs. Both cases separate the spectra better than repulsion does.

## The general method

**Coverage.** Integrating \(d\theta/dT=-r/\beta\) from \(T\) to the end of the ramp, where \(\theta=0\), gives

\[
\theta(T)=\frac1\beta\int_T^{T_{\rm end}}r(T')\,dT'.
\]

If the detector reports \(cr\) with an unknown constant \(c\), the integral gives \(c\theta\), and the ratio \(\theta/r\) is unaffected. Calibration is needed to label the coverage axis, not to find \(\nu\).

**One barrier curve.** For every usable point \(i\), define

\[
A_i=kT_i\ln\frac{\theta_i}{r_i},\qquad \tau_i=kT_i,\qquad L=\ln\nu .
\]

The inverted barriers are \(A_i+L\tau_i\). They are fitted by a polynomial \(\sum_n c_n\theta^n\). Let the detector noise have the same standard deviation \(\sigma\) everywhere. If only the error of the rate is counted, the standard deviation of \(E_\nu\) is \(\sigma kT_i/r_i\). The integrated coverage also has an error, which shifts a point along the barrier curve. A coverage error \(\delta\theta\) changes the deviation from the curve by \((kT/\theta-dE/d\theta)\,\delta\theta\), while the effect of the rate error falls as \(1/r\). The coverage error therefore weighs most where the rate is high. In the example below it contributes about twice as much as the rate error at the peak of the 1.00 ML spectrum, and about 0.8 times as much at the peak of the 0.15 ML spectrum, although the curve is steeper there. The weights used here ignore it, so they are simple rather than optimal. Each squared deviation is weighted by the inverse of the rate variance, and up to the constant \(\sigma^2\) we minimise

\[
Q=\sum_i\left(\frac{r_i}{kT_i}\right)^2\left[A_i+L\tau_i-\sum_nc_n\theta_i^n\right]^2 .
\]

The best coefficients depend linearly on the fitted data, so two fits, one to \(A\) and one to \(\tau\), serve all trials: \(c_n=c_n^{A}+L\,c_n^{\tau}\).

**A closed-form estimate.** Let \(R_A\) and \(R_\tau\) be the vectors of weighted residuals left by these two fits. For given \(L\) the minimum over the coefficients is \(Q=|R_A+LR_\tau|^2\). Setting its derivative \(2R_\tau\cdot(R_A+LR_\tau)\) to zero yields

\[
L=-\frac{R_A\cdot R_\tau}{R_\tau\cdot R_\tau}.
\]

For two points at one coverage the polynomial is a single constant, and \(A_1+L\tau_1=A_2+L\tau_2\) can be met without residual. Then \(L=-(A_1-A_2)/(\tau_1-\tau_2)\), which is the hand calculation again.

**Selection by simulation.** The closed form judges barriers. The actual demand is that one curve reproduce the measured rates. For each trial \(\nu\) we therefore integrate

\[
\frac{d\ln\theta}{dT}=-\frac{\nu}{\beta}\,e^{-E_{\rm fit}(\theta)/kT}
\]

from every measured initial coverage, compute \(r=\nu\theta e^{-E_{\rm fit}/kT}\), and form the root-mean-square difference from the data. The prefactor with the smallest misfit is selected, with a parabola through the lowest three values of the squared misfit.

A wrong trial fails for a reason already derived. At a given coverage the fitted curve corresponds to some mean temperature \(\bar T\), so it misjudges the rate at \(T\) by \(e^{\Lambda(1-\bar T/T)}\). For the two hand points and their plain mean, \(\bar T=679.19\) K, the factor at \(T_1\) is \(e^{4.605(1-679.19/674.70)}=0.970\).

The curve used for each trial is the best one for small errors of the inverted barriers. It is not re-optimised against the simulated rates.

## Six noisy spectra

The model has initial coverages of 0.15, 0.30, 0.45, 0.60, 0.80 and 1.00 ML, a heating rate of 5 K/s and \(\nu_0=10^{13}\) s\(^{-1}\). Its barrier is \(E=1.3+1.3\,e^{-\theta/0.6}\) eV, which falls from 2.60 eV on the empty surface to 1.55 eV at 1 ML. The peaks move from 862 K at the lowest coverage to 568 K at the highest. The noise is \(3\times10^{-5}\) ML/s, or 0.13 % of the largest signal.

Inversion uses points above ten times the noise and above 0.05 ML. The misfit uses all 1494 points above 0.05 ML. With a polynomial of degree six, the misfit in units of the noise is:

| \(\log_{10}(\nu\,\text{s})\) | misfit |
|---|---|
| 11 | 6.02 |
| 12 | 2.96 |
| 13 | 1.03 |
| 14 | 2.84 |
| 15 | 5.12 |

The minimum lies at 12.977 with a misfit of 1.02, close to the value of one expected from noise alone. The selected prefactor is \(9.5\times10^{12}\) s\(^{-1}\), or \(2.3\times10^{-4}\) atomic units. The barrier at 0.50 ML is 1.862 eV, or 0.0684 hartree, against the true 1.865 eV. From 0.05 to 0.95 ML the largest error found is 0.004 eV.

The errors of prefactor and barrier are linked. The prefactor is 0.023 decades low, so \(\Lambda=-0.023\times2.303=-0.053\). The barrier error of \(-0.0029\) eV at 0.50 ML equals \(kT\Lambda\) for \(T\approx640\) K, a temperature at which the layer is desorbing. The pair is therefore more reliable near the measured temperatures than either member alone suggests.

Over 24 sets of noise the selected \(\log_{10}(\nu\,\text{s})\) has mean 13.003 and standard deviation 0.012. The closed form has mean 13.013 and standard deviation 0.034. Simulation is thus the more precise choice in this example; the calculation does not test why.

The polynomial is an assumption with consequences. The noisy 1.00 ML spectrum alone, fitted with degree six, gives a misfit of 1.00 at \(10^{13}\) s\(^{-1}\) but 2.5 at \(10^{15}\) s\(^{-1}\). This does not contradict the degeneracy, which holds for arbitrary curves. A likely reason lies at the start of desorption. There the rate grows roughly as \(e^{T/w}\) with \(w=kT^2/E\), so the desorbed amount \(\theta_0-\theta\) grows in the same way, and \(T\approx w\ln(\theta_0-\theta)+\text{const}\). A low polynomial cannot follow this logarithm in the term \(kT\Lambda\).

Assumed smoothness may therefore also add to the precision found with six spectra; the calculation does not separate its contribution. Degrees four and eight give 12.967 and 12.973, close to the 12.977 of degree six. A polynomial of too low a degree cannot follow the barrier and should not be used. A real barrier with a sharp step, for instance at a phase change of the layer, would need a more flexible curve.

## When the prefactor depends on coverage

If \(\nu_0\) is replaced by \(\nu(\theta)\), the hand calculation still works at each coverage separately. With \(y=\ln(r/\theta)\), the rate law reads \(Ty=T\ln\nu(\theta)-E(\theta)/k\). Subtracting two spectra at equal coverage gives

\[
\ln\nu(\theta)=\frac{T_1y_1-T_2y_2}{T_1-T_2}.
\]

For noise-free spectra with a prefactor rising tenfold from 0 to 1 ML, this returns \(\log_{10}(\nu\,\text{s})=13.42\) at 0.42 ML and 13.76 at 0.76 ML, which are the values put in.

The price is noise. An error \(\delta y\) in one spectrum is multiplied by about \(T/|T_1-T_2|\). For the hand points this is \(675/9=75\), so a 1 % rate error shifts \(\ln\nu\) by 0.75, or a third of a decade.

A wrong reaction order looks the same. For order \(n\), \(r=\nu_n\theta^ne^{-E/kT}\) is a first-order law with prefactor \(\nu_n\theta^{n-1}\).

## The model beside sodium on tungsten

The parameters are round values chosen to resemble sodium on the (110) face of bcc tungsten; they are not measurements. Noise of 0.13 % of the largest peak is demanding, and noisier data will fix the prefactor less well. To size what the model omits, each effect was put into noise-free spectra. The values depend on the analysis: fitting the barrier curve directly to the rates would reduce the baseline entries. The method above, applied as if each effect were absent, gives:

| effect | shift of \(\log_{10}\nu\) | shift of \(E\) at 0.50 ML (eV) | misfit / noise |
|---|---|---|---|
| undetected ions | +0.02 | −0.004 | 0.29 |
| detector lag 0.3 s | +0.01 | +0.006 | 0.02 |
| thermometer 5 K high | +0.12 | +0.030 | 0.04 |
| baseline \(2\times10^{-5}\) ML/s | −0.05 | −0.005 | 0.72 |
| \(\nu\) rising tenfold per ML | +0.61 | +0.013 | 0.51 |

The ion estimate assumes equilibrium at the surface. The neutral atom has two spin states and the ion one, and ionisation costs \(I-\phi\), where \(I\) is the ionisation energy and \(\phi\) the work function. The ion-to-neutral ratio is then \(\tfrac12e^{(\phi-I)/kT}\). With rough values \(I=5.1\) eV and \(\phi=5.2\) eV for the clean face, and with \(\phi\) lowered by the adsorbate dipoles, it is 0.0014 near 0.05 ML and 898 K. It rises as the surface empties and exceeds one on the nearly bare face, where \(\phi>I\). Leaving the lowest coverages out of the fit removes only part of this error. With the cut raised from 0.05 to 0.20 ML, the prefactor shift falls to about +0.005 and the misfit to 0.01, but the barrier shift remains, at about \(-0.006\) eV. The ions missed at the end still reduce the integrated coverage of every earlier point, here by about 0.007 ML.

The largest shift of the prefactor in the table arises when the true prefactor varies with coverage. The constant-prefactor analysis returns a compromise, \(10^{13.6}\) s\(^{-1}\), for a quantity that runs from \(10^{13}\) to \(10^{14}\) s\(^{-1}\). Whether the fit reveals such a fault depends on the last column. A systematic misfit \(m\), in units of independent noise, adds about \(1494\,m^2\) to a sum of squares whose own standard deviation is \(\sqrt{2\times1494}\approx55\). That value holds for a fixed model; because the curve and the initial coverages are taken from the noisy data, the scatter over noise sets is somewhat larger, about 70. The varying prefactor adds about 390 and is still visible if the noise level is known.

The thermometer error adds about 2 and stays hidden. Its barrier shift has two parts. Replacing \(T\) by \(T+\delta\) in the inversion adds \(E\delta/T=1.865\times5/640\approx0.015\) eV, and the shifted prefactor adds \(kT\Lambda\approx0.055\times0.124\times2.303\approx0.016\) eV. A good fit therefore does not certify the temperature scale, which has to be calibrated separately. The numerical output lists the remaining values.

## Computed results

```
initial coverages (ML): [0.15 0.3  0.45 0.6  0.8  1.  ]
heating rate 5.0 K/s, sampling 2.0 K, noise 3.0e-05 ML/s
true log10(nu s) 13.0, true barrier at 0 and 1 ML: 2.600, 1.546 eV
peak temperatures (K): [862. 778. 712. 658. 606. 568.]
largest signal 0.02299 ML/s
at 0.40 ML: T = 674.70 K (from 0.45 ML), 683.67 K (from 1.00 ML)
  barriers for nu 100 times too large: 2.2352, 2.2388 eV; true 1.9674 eV
  rate from their mean / true rate at the lower T: 0.9699
curve from the 1.00 ML spectrum alone, nu 100 times too large:
  largest error / noise: own spectrum 0.000, others [ 7.   9.9 13.2 17.2 22.7]
  largest error / peak: own spectrum 0.00000, others [0.0416 0.0391 0.0393 0.0402 0.0393]
noise-free log10(nu s): simulation 13.0004, closed form 13.0000
noisy example, 1494 points, rms misfit / noise and rise of chi-square:
  log10(nu s) = 11: 6.016, 52503.7
  log10(nu s) = 12: 2.964, 11561.1
  log10(nu s) = 13: 1.025, 6.0
  log10(nu s) = 14: 2.842, 10502.4
  log10(nu s) = 15: 5.120, 37602.0
selected log10(nu s) 12.977, misfit 1.023
selected nu 9.484e+12 1/s = 2.294e-04 atomic units
  barrier at 0.10 ML: 2.3964 eV, true 2.4004 eV
  barrier at 0.25 ML: 2.1536 eV, true 2.1570 eV
  barrier at 0.50 ML: 1.8621 eV, true 1.8650 eV
  barrier at 0.75 ML: 1.6699 eV, true 1.6725 eV
  barrier at 0.95 ML: 1.5646 eV, true 1.5669 eV
barrier at 0.50 ML in hartree: 0.06843
largest barrier error, 0.05 to 0.95 ML: 0.0042 eV
24 noise sets: log10(nu s) mean 13.0027, standard deviation 0.0119
  closed form: mean 13.0133, standard deviation 0.0341
  barrier at 0.50 ML: standard deviation 0.00150 eV
polynomial degree 4: log10(nu s) 12.967, misfit 1.028
polynomial degree 8: log10(nu s) 12.973, misfit 1.023
1.00 ML spectrum alone, degree 6: misfit 1.002 at 13, 2.515 at 15
ion model: density 0.07 per A^2, dipole 1.0 e*A, work function 5.2 eV,
  ionisation energy 5.1 eV, largest drop 2.7 eV, initial slope 12.67 eV/ML
  ion/neutral ratio at 0.049 ML, 898 K: 1.39e-03
neglected effect: shift of log10 nu, of barrier at 0.50 ML (eV), misfit/noise
  undetected ions: +0.021, -0.0042, 0.294
  detector lag 0.3 s: +0.013, +0.0061, 0.015
  thermometer 5.0 K high: +0.124, +0.0304, 0.039
  baseline 2e-05 ML/s: -0.052, -0.0049, 0.722
  nu rising 1.0 decade/ML: +0.608, +0.0134, 0.510
local log10(nu s) at 0.42 ML: 13.4200, true 13.4200
local log10(nu s) at 0.76 ML: 13.7600, true 13.7600
```
